# Cubic symmetry of half-shifted and Gamma-centred k meshes in fluorite hafnia: a numerical check

```python
"""Half-shifted and Gamma-centred k meshes of primitive cubic-fluorite hafnia.

Result under test: of the 48 cubic operations, the half-shifted 2x2x2 mesh
of the primitive fcc cell is kept only by the 12 that map [111] to +-[111];
the Gamma-centred mesh is kept by all 48.
Symbols: direct vectors in units of the cubic edge a, k in units of 2 pi/a;
rows of a cell matrix are primitive vectors; N = divisions per direction;
shift = offset in mesh steps (0 or 1/2); t, t2 = hoppings to first and
second neighbours; v = dE/dk in eV nm for the band E = -sum hop*cos(k.d).
"""
import itertools
import numpy as np
from scipy import constants as const

FCC = 0.5 * np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0]])
CUBE = np.eye(3)


def mesh(cell, n, shift):
    frac = (np.array(list(itertools.product(range(n), repeat=3))) + shift) / n
    return frac @ np.linalg.inv(cell).T


def keys(cell, k, n):
    """Fractional coordinates times 2n, folded modulo reciprocal vectors."""
    q = 2 * n * (k @ cell.T)
    assert np.allclose(q, np.rint(q), atol=1e-9)
    return [tuple(int(x) for x in row) for row in np.rint(q).astype(int) % (2 * n)]


def overlap(cell, n, shift, op):
    k = mesh(cell, n, shift)
    return len(set(keys(cell, k, n)) & set(keys(cell, k @ op.T, n)))


def star_sizes(k, ops, n):
    """Sizes of the sets of points linked by the given operations."""
    stars = {frozenset(keys(FCC, np.array([op @ p for op in ops]), n)) for p in k}
    return sorted(len(s) for s in stars)


# Cubic operations as signed permutation matrices
ops = []
for perm in itertools.permutations(range(3)):
    for signs in itertools.product((1, -1), repeat=3):
        ops.append(np.diag(signs) @ np.eye(3)[list(perm)])

# Independent search: integer changes of primitive basis preserving the metric
W = np.array(list(itertools.product((-1, 0, 1), repeat=9))).reshape(-1, 3, 3)
metric = FCC @ FCC.T
good = np.all(np.isclose(W @ metric @ W.transpose(0, 2, 1), metric), axis=(1, 2))
found = [(np.linalg.inv(FCC) @ w @ FCC).T for w in W[good]]
as_set = lambda mats: {tuple(int(x) for x in np.rint(m).ravel()) for m in mats}
assert len(found) == 48 and as_set(found) == as_set(ops)

# The oxygen sites are also mapped onto each other, modulo the fcc lattice
oxygen = np.array([[1, 1, 1], [-1, -1, -1]]) / 4
for op in ops:
    for site in oxygen @ op.T:
        diff = (site - oxygen) @ np.linalg.inv(FCC)
        assert np.any(np.all(np.isclose(diff, np.rint(diff)), axis=1))

# Brute-force images against the [111] criterion
diagonal = np.ones(3)
keeps_axis = [abs(diagonal @ op @ diagonal) > 2.5 for op in ops]
for n in (2, 3, 4, 5):
    for op, axis_kept in zip(ops, keeps_axis):
        assert overlap(FCC, n, 0.5, op) == (n**3 if axis_kept else 0)
        assert overlap(FCC, n, 0.0, op) == n**3
kept = [op for op in ops if overlap(FCC, 2, 0.5, op) == 8]
kept_gamma = [op for op in ops if overlap(FCC, 2, 0.0, op) == 8]
kept_cube = [op for op in ops if overlap(CUBE, 2, 0.5, op) == 8]
proper = lambda mats: sum(np.linalg.det(m) > 0 for m in mats)
assert (len(kept), proper(kept)) == (12, 6)
assert len(kept_gamma) == len(kept_cube) == 48

# Rotated copies and their union
shifted, gamma = mesh(FCC, 2, 0.5), mesh(FCC, 2, 0.0)
copies = {frozenset(keys(FCC, shifted @ op.T, 2)) for op in ops}
union = set().union(*copies)
fold = np.vstack([np.zeros((1, 3)), np.eye(3)])
unfolded = (mesh(CUBE, 2, 0.5)[:, None, :] + fold[None]).reshape(-1, 3)
assert len(copies) == 4 and len(union) == 32
assert set(keys(FCC, unfolded, 2)) == union
stars_shifted = star_sizes(shifted, kept, 2)
stars_gamma = star_sizes(gamma, ops, 2)
stars_union = star_sizes(unfolded, ops, 2)
assert stars_shifted == [2, 6] and stars_gamma == [1, 3, 4]
assert stars_union == [8, 24]

# One-band probe: rough lattice edge and gap, round hoppings
a, t, t2, gap = 0.51, 0.20, 0.05, 5.5
near = np.array([d for d in itertools.product((-.5, 0, .5), repeat=3)
                 if np.isclose(np.dot(d, d), 0.5)])
second = np.vstack([np.eye(3), -np.eye(3)])
hop1 = np.full(12, t)


def energy(k, d=near, hop=hop1):
    return -np.cos(2 * np.pi * k @ d.T) @ hop


def velocity(k, d=near, hop=hop1, actual=None):
    actual = d if actual is None else actual
    return np.sin(2 * np.pi * k @ d.T) @ (hop[:, None] * actual * a)


def tensor(k, weight=None, **band):
    v = velocity(k, **band)
    w = np.ones(len(k)) if weight is None else weight
    return np.einsum('k,ki,kj->ij', w, v, v) / len(k)


# Analytic velocity against finite differences of the energy
probe, h = np.array([[0.13, 0.29, -0.41]]), 1e-4
numeric = [(energy(probe + h * e)[0] - energy(probe - h * e)[0]) / (2 * h)
           * a / (2 * np.pi) for e in np.eye(3)]
assert np.allclose(velocity(probe)[0], numeric, rtol=1e-5, atol=1e-8)

unit = (t * a)**2
T_shift, T_gamma = tensor(shifted), tensor(gamma)
T_true = tensor(mesh(FCC, 12, 0.0))
assert np.allclose(T_shift, unit * (np.eye(3) + np.ones((3, 3))))
assert np.allclose(T_true, 2 * unit * np.eye(3))
assert np.allclose(T_gamma, 0, atol=1e-12)
T_sym = sum(op @ T_shift @ op.T for op in ops) / 48
assert np.allclose(T_sym, T_true) and np.allclose(tensor(unfolded), T_true)

# A cubic scalar has one and the same average on every rotated copy
scalar = [np.mean(1 / (gap + energy(shifted @ op.T) + 12 * t)) for op in ops]
assert np.ptp(scalar) < 1e-12

# Neglected effect: second-neighbour hopping
both = dict(d=np.vstack([near, second]), hop=np.r_[hop1, np.full(6, t2)])
T2, T2_true = tensor(shifted, **both), tensor(mesh(FCC, 12, 0.0), **both)
assert np.isclose(T2[0, 0], (2 * t**2 + 4 * t2**2) * a**2)
assert np.isclose(T2[0, 1], (t**2 + 4 * t2**2) * a**2)
assert np.allclose(T2_true, (2 * t**2 + 2 * t2**2) * a**2 * np.eye(3))


# Neglected effect: higher harmonics through an inverse-cube gap weight
def gapped(n, shift):
    k = mesh(FCC, n, shift)
    return tensor(k, weight=(gap + energy(k) + 12 * t)**-3)


reference = gapped(16, 0.0)
assert np.isclose(reference[0, 0], gapped(16, 0.5)[0, 0], rtol=1e-6)
rows = []
for n in (2, 4, 8):
    S, G = gapped(n, 0.5), gapped(n, 0.0)
    assert abs(G[0, 1]) < 1e-12
    rows.append((n, S[0, 1] / S[0, 0], S[0, 0] / reference[0, 0],
                 G[0, 0] / reference[0, 0]))
assert abs(rows[1][1]) < 0.1 * abs(rows[0][1])
assert abs(rows[2][1]) < 0.1 * abs(rows[1][1])


# Neglected effect: true shear of the crystal, hopping ~ distance**-5
def shear_ratio(e):
    actual = near @ (np.eye(3) + e * (np.ones((3, 3)) - np.eye(3)))
    stretch = np.linalg.norm(actual, axis=1) / np.linalg.norm(near, axis=1)
    T = tensor(mesh(FCC, 8, 0.0), hop=t * stretch**-5.0, actual=actual)
    return T[0, 1] / T[0, 0]


slope = (shear_ratio(1e-3) - shear_ratio(-1e-3)) / 2e-3
assert np.isclose(slope, -3, rtol=1e-2)
strain = 0.01
expansion, rise = 1e-5, 100.0
thermal = (1 + expansion * rise)**(2 - 2 * 5) - 1

# Printed results
quarter_turn = np.array([[0, -1, 0], [1, 0, 0], [0, 0, 1]])


def show(vec):
    return '(' + ','.join(f'{x + 0.0:5.2f}' for x in np.round(vec, 6)) + ')'


print('operations in point group / proper:', len(ops), '/', proper(ops))
print('kept by half-shifted mesh / proper:', len(kept), '/', proper(kept))
print('kept by Gamma-centred mesh / proper:', len(kept_gamma), '/', proper(kept_gamma))
print('kept by half-shifted conventional-cell mesh:', len(kept_cube))
for name, k in (('half-shifted', shifted), ('Gamma-centred', gamma)):
    members = set(keys(FCC, k, 2))
    print(name + ': fractional k | k (2pi/a) | image of k, fractional | in mesh')
    for p in k:
        image = keys(FCC, (quarter_turn @ p)[None], 2)[0]
        print(show(FCC @ p), show(p), show(np.array(image) / 4),
              'yes' if image in members else 'no')
print('distinct rotated copies, points in union:', len(copies), len(union))
print('star sizes shifted (12 ops), Gamma (48), union (48):',
      stars_shifted, stars_gamma, stars_union)
print(f'inputs: a = {a} nm, t = {t} eV, t2 = {t2} eV, gap = {gap} eV')
print(f'unit t^2 a^2 = {unit:.6f} eV^2 nm^2')
for name, T in (('half-shifted', T_shift), ('Gamma-centred', T_gamma),
                ('converged', T_true), ('symmetrised shifted', T_sym)):
    xx, xy = np.round([T[0, 0], T[0, 1]], 9) + 0.0
    print(f'{name}: <vx vx> = {xx:.6f}, <vx vy> = {xy:.6f} eV^2 nm^2')
print('shifted tensor eigenvalues / (t^2 a^2):',
      np.round(np.linalg.eigvalsh(T_shift) / unit, 4))
hbar_eVs = const.hbar / const.e
print(f'spurious <vx vy> = {T_shift[0, 1] * 1e-18 / hbar_eVs**2:.3e} m^2/s^2')
print(f'scalar <1/(gap+E-Emin)>, any copy: {scalar[0]:.6f} 1/eV')
print(f'with t2: shifted xy/xx = {T2[0, 1] / T2[0, 0]:.4f}, '
      f'xx/true xx = {T2[0, 0] / T2_true[0, 0]:.4f}')
print('gap-weighted: N | shifted xy/xx | shifted xx/ref | Gamma xx/ref')
for n, ratio, xs, xg in rows:
    print(f'{n} | {ratio:.3e} | {xs:.6f} | {abs(xg):.6f}')
print(f'true xy/xx from shear strain {strain}: {shear_ratio(strain):.4f}')
print(f'thermal change of t^2 a^2 for {rise:.0f} K at {expansion:.0e} 1/K: '
      f'{100 * thermal:.2f} %')
print('done: every assertion held')
```

Running it gives:

```
operations in point group / proper: 48 / 24
kept by half-shifted mesh / proper: 12 / 6
kept by Gamma-centred mesh / proper: 48 / 24
kept by half-shifted conventional-cell mesh: 48
half-shifted: fractional k | k (2pi/a) | image of k, fractional | in mesh
( 0.25, 0.25, 0.25) ( 0.25, 0.25, 0.25) ( 0.25, 0.00, 0.00) no
( 0.25, 0.25, 0.75) ( 0.75, 0.75,-0.25) ( 0.25, 0.50, 0.00) no
( 0.25, 0.75, 0.25) ( 0.75,-0.25, 0.75) ( 0.75, 0.50, 0.50) no
( 0.25, 0.75, 0.75) ( 1.25, 0.25, 0.25) ( 0.75, 0.00, 0.50) no
( 0.75, 0.25, 0.25) (-0.25, 0.75, 0.75) ( 0.25, 0.00, 0.50) no
( 0.75, 0.25, 0.75) ( 0.25, 1.25, 0.25) ( 0.25, 0.50, 0.50) no
( 0.75, 0.75, 0.25) ( 0.25, 0.25, 1.25) ( 0.75, 0.50, 0.00) no
( 0.75, 0.75, 0.75) ( 0.75, 0.75, 0.75) ( 0.75, 0.00, 0.00) no
Gamma-centred: fractional k | k (2pi/a) | image of k, fractional | in mesh
( 0.00, 0.00, 0.00) ( 0.00, 0.00, 0.00) ( 0.00, 0.00, 0.00) yes
( 0.00, 0.00, 0.50) ( 0.50, 0.50,-0.50) ( 0.00, 0.50, 0.00) yes
( 0.00, 0.50, 0.00) ( 0.50,-0.50, 0.50) ( 0.50, 0.50, 0.50) yes
( 0.00, 0.50, 0.50) ( 1.00, 0.00, 0.00) ( 0.50, 0.00, 0.50) yes
( 0.50, 0.00, 0.00) (-0.50, 0.50, 0.50) ( 0.00, 0.00, 0.50) yes
( 0.50, 0.00, 0.50) ( 0.00, 1.00, 0.00) ( 0.00, 0.50, 0.50) yes
( 0.50, 0.50, 0.00) ( 0.00, 0.00, 1.00) ( 0.50, 0.50, 0.00) yes
( 0.50, 0.50, 0.50) ( 0.50, 0.50, 0.50) ( 0.50, 0.00, 0.00) yes
distinct rotated copies, points in union: 4 32
star sizes shifted (12 ops), Gamma (48), union (48): [2, 6] [1, 3, 4] [8, 24]
inputs: a = 0.51 nm, t = 0.2 eV, t2 = 0.05 eV, gap = 5.5 eV
unit t^2 a^2 = 0.010404 eV^2 nm^2
half-shifted: <vx vx> = 0.020808, <vx vy> = 0.010404 eV^2 nm^2
Gamma-centred: <vx vx> = 0.000000, <vx vy> = 0.000000 eV^2 nm^2
converged: <vx vx> = 0.020808, <vx vy> = 0.000000 eV^2 nm^2
symmetrised shifted: <vx vx> = 0.020808, <vx vy> = 0.000000 eV^2 nm^2
shifted tensor eigenvalues / (t^2 a^2): [1. 1. 4.]
spurious <vx vy> = 2.401e+10 m^2/s^2
scalar <1/(gap+E-Emin)>, any copy: 0.127675 1/eV
with t2: shifted xy/xx = 0.5556, xx/true xx = 1.0588
gap-weighted: N | shifted xy/xx | shifted xx/ref | Gamma xx/ref
2 | 6.553e-01 | 1.016697 | 0.000000
4 | 5.107e-03 | 1.000014 | 0.991493
8 | 8.029e-08 | 1.000000 | 1.000000
true xy/xx from shear strain 0.01: -0.0311
thermal change of t^2 a^2 for 100 K at 1e-05 1/K: -0.80 %
done: every assertion held
```
